\section*{Logarithmic Rayleigh attenuation of scalar waves from long-range modulus correlations}

\section{From a random modulus to an attenuation}

\textbf{Q.} I am told that slowly decaying elastic correlations in a glass change the Rayleigh law. Before any long-range correlation enters, what is being calculated, and where does the Rayleigh power come from?

\textbf{A.} Take a scalar displacement $u\,e^{-i\omega t}$ in $d$ dimensions, with uniform density $\rho$ and modulus $\mu=\mu_0[1+m(\mathbf r)]$, $\langle m\rangle=0$. With $k_0=\omega\sqrt{\rho/\mu_0}$, the wave equation $\rho\omega^2u+\nabla\cdot(\mu\nabla u)=0$ becomes
\begin{equation}
(\nabla^2+k_0^2)u=-\nabla\cdot(m\nabla u).
\end{equation}
Write $\int_q=\int d^dq/(2\pi)^d$. Each gradient gives a factor $i$ times a wavevector, and the two factors of $i$ cancel the minus sign:
\begin{equation}
(k_0^2-k^2)\,u_{\mathbf k}=\int_q(\mathbf k\cdot\mathbf q)\,m_{\mathbf k-\mathbf q}\,u_{\mathbf q}.
\end{equation}
Split $u$ into its ensemble mean $\bar u$ and a fluctuation $\delta u$. To first order in $m$, with outgoing waves selected by $+i0$,
\begin{equation}
\delta u_{\mathbf q}=\frac{1}{k_0^2-q^2+i0}\int_{k'}(\mathbf q\cdot\mathbf k')\,m_{\mathbf q-\mathbf k'}\,\bar u_{\mathbf k'} .
\end{equation}
Let $C(\mathbf r)=\langle m(0)m(\mathbf r)\rangle$ have Fourier transform $S(\mathbf q)$. Then $\langle m_{\mathbf p}m_{\mathbf p'}\rangle=(2\pi)^d\delta(\mathbf p+\mathbf p')S(\mathbf p)$, which forces $\mathbf k'=\mathbf k$ when $\delta u$ is put back and the average is taken:
\begin{equation}
(k_0^2-k^2)\bar u_{\mathbf k}=\Sigma(k)\bar u_{\mathbf k},\qquad
\Sigma(k)=\int_q\frac{(\mathbf k\cdot\mathbf q)^2S(\mathbf k-\mathbf q)}{k_0^2-q^2+i0}.
\label{sigma}
\end{equation}
This is the Born approximation: second order in $m$, for a statistically isotropic medium.

\textbf{Q.} That is an equation for the mean field. How does it become an energy loss?

\textbf{A.} The mean wave has $k^2=k_0^2-\Sigma(k_0)$, so $k\simeq k_0-\Sigma/(2k_0)$. Its intensity decays at the rate $1/\ell=2\,\mathrm{Im}\,k=-\mathrm{Im}\,\Sigma/k_0$. The energy is not absorbed; it passes into scattered waves. The imaginary part of the propagator is
\begin{equation}
-\pi\delta(k_0^2-q^2)=-\frac{\pi}{2k_0}\delta(q-k_0).
\end{equation}
On this shell $\mathbf k\cdot\mathbf q=k_0^2\cos\theta$ and $|\mathbf k-\mathbf q|=2k_0\sin(\theta/2)$. The measure supplies $k_0^{d-1}$, the vertex $k_0^4$ and the delta function $1/(2k_0)$. Dividing by $k_0$, and writing $k$ for $k_0$ from here on,
\begin{equation}
\frac1\ell=\frac{\pi}{2(2\pi)^d}\,k^{d+1}\int d\Omega\,\cos^2\theta\;S\!\left(2k\sin\tfrac\theta2\right).
\label{born}
\end{equation}
If $C$ is integrable, $S$ tends to a constant $S(0)$ at small $k$. The integral becomes $S(0)\Omega_d/d$, where $\Omega_d=2\pi^{d/2}/\Gamma(d/2)$ is the area of the unit sphere, and $1/\ell\propto\omega^{d+1}$ provided $S(0)>0$.

\textbf{Q.} Factors of two are easily lost here. Is there a check that does not repeat the same perturbation theory?

\textbf{A.} A single disc or sphere with a slightly different modulus can be solved by partial waves, with $u$ and $\mu\,\partial_ru$ continuous at its surface. Its cross-section must equal (\ref{born}) with $S$ replaced by $|m_{\mathbf q}|^2$ of that one body. For radius $R$, $kR=1.5$ and relative contrasts $\pm10^{-3}$, averaged over the sign, the ratio of Born to partial-wave cross-section is 0.999999 in both $d=2$ and $d=3$. This tests the $\cos^2\theta$ vertex and the prefactor.

\section{The logarithm in the spectrum}

\textbf{Q.} Now let $C$ fall as $r^{-d}$. The integral of $C$ diverges, so $S(0)$ does not exist. Why is the result not simply infinite?

\textbf{A.} Because a wave samples $S$ at finite $q$, and the phase $e^{i\mathbf q\cdot\mathbf r}$ cuts the integral off near $r\sim1/q$. Assume $C=Ar^{-d}$ plus terms that fall faster by some power of $r$, and define a core length $b$ by
\begin{equation}
\int_{r<R}C\,d^dr=A\Omega_d\ln\frac Rb+o(1),\qquad R\to\infty .
\label{core}
\end{equation}
Split $C$ into the pure tail $Ar^{-d}$ for $r>b$ and a remainder. The tail alone integrates to $A\Omega_d\ln(R/b)$, so by (\ref{core}) the remainder integrates to zero. The remainder is absolutely integrable, hence its transform is continuous and vanishes as $q\to0$. With $j(x)$ the average of $e^{i\mathbf q\cdot\mathbf r}$ over directions at $x=qr$,
\begin{equation}
S(q)=A\Omega_d\int_{qb}^\infty\frac{j(x)}x\,dx+o(1).
\label{tail}
\end{equation}
Since $j(0)=1$, the integral grows as $\ln[1/(qb)]$.

\textbf{Q.} A logarithm without its constant is hard to use. What accompanies it?

\textbf{A.} The constant follows from $I(s)=\int_0^\infty x^{s-1}j(x)\,dx$ at small $s>0$. Cut this integral at a small $\epsilon$. The lower part is $\epsilon^s/s+O(\epsilon^2)=1/s+\ln\epsilon+\dots$, so
\begin{equation}
I(s)=\frac1s+K_d+O(s),\qquad K_d=\lim_{\epsilon\to0}\left[\int_\epsilon^\infty\frac{j}{x}\,dx+\ln\epsilon\right].
\end{equation}
To find $I(s)$, start from the Gaussian transform
\begin{equation}
\int d^dr\,e^{-tr^2+i\mathbf q\cdot\mathbf r}=(\pi/t)^{d/2}e^{-q^2/4t},
\end{equation}
multiply by $t^{(d-s)/2-1}$ and integrate over $t$ from 0 to $\infty$. The left side becomes $\Gamma(\tfrac{d-s}2)\int r^{s-d}e^{i\mathbf q\cdot\mathbf r}d^dr=\Gamma(\tfrac{d-s}2)\Omega_dq^{-s}I(s)$. The right side becomes $\pi^{d/2}(2/q)^s\Gamma(s/2)$. Using $\Gamma(s/2)=(2/s)\Gamma(1+s/2)$ and the value of $\Omega_d$,
\begin{equation}
I(s)=\frac{2^s}{s}\,\frac{\Gamma(1+\frac s2)\Gamma(\frac d2)}{\Gamma(\frac{d-s}2)}
=\frac1s+\ln2+\tfrac12\left[\psi(\tfrac d2)-\gamma\right]+O(s),
\end{equation}
where $\psi$ is the digamma function and $\gamma=-\psi(1)$. Therefore
\begin{equation}
S(q)=A\Omega_d\left[\ln\frac1{qb}+K_d\right]+o(1),\qquad K_d=\ln2+\tfrac12[\psi(\tfrac d2)-\gamma].
\label{slog}
\end{equation}
A power spectrum cannot be negative, so an isotropic tail of this power must have $A>0$.

\section{The angular average}

\textbf{Q.} In (\ref{born}) the argument of $S$ goes to zero in the forward direction. Does the divergence return there?

\textbf{A.} For $d\ge2$ it is integrable: near $\theta=0$ the integrand behaves as $\theta^{d-2}\ln(1/\theta)$. In $d=1$ there are two directions, forward and back, and the forward term contains $S(0)=\infty$. Backscattering alone then gives $\omega^2\ln(1/\omega)$, but the total Born attenuation of the mean wave diverges. The statement therefore needs $d\ge2$.

Insert (\ref{slog}) with $q=2k\sin(\theta/2)$. Since $\langle\cos^2\theta\rangle=1/d$ over the sphere, the remaining quantity is
\begin{equation}
L_d=d\left\langle\cos^2\theta\,\ln\frac1{2\sin(\theta/2)}\right\rangle .
\end{equation}
Set $t=\sin^2(\theta/2)$, so that $\cos\theta=1-2t$. The uniform measure on the sphere becomes proportional to $[t(1-t)]^{p-1}dt$ with $p=(d-1)/2$, and
\begin{equation}
L_d=-\ln2-\frac d2\left\langle(1-2t)^2\ln t\right\rangle .
\end{equation}
For this beta distribution $\langle t^n\rangle=\Gamma(p+n)\Gamma(2p)/[\Gamma(p)\Gamma(2p+n)]$. Differentiating with respect to $n$ gives $\langle t^n\ln t\rangle=\langle t^n\rangle D_n$, with $D_n=\psi(p+n)-\psi(2p+n)$. Here $\langle t\rangle=\tfrac12$ and $\langle t^2\rangle=(d+1)/(4d)$, while $\psi(x+1)=\psi(x)+1/x$ gives
\begin{equation}
D_1=D_0+\frac1{d-1},\qquad D_2=D_1+\frac{d-1}{d(d+1)} .
\end{equation}
Hence
\begin{align}
\langle(1-2t)^2\ln t\rangle&=D_0-2D_1+\frac{d+1}dD_2\nonumber\\
&=\frac{D_0}d+\frac1{d-1}\left(\frac{d+1}d-2\right)+\frac{d-1}{d^2}\nonumber\\
&=\frac{D_0}d-\frac1d+\frac{d-1}{d^2}=\frac{D_0}d-\frac1{d^2},
\end{align}
and $L_d=-\ln2-\tfrac12D_0+1/(2d)$.

\textbf{Q.} Then put the pieces together.

\textbf{A.} The $\ln2$ in $K_d$ cancels the one in $L_d$. With $\beta_d=K_d+L_d$,
\begin{align}
\frac1\ell&=\frac{\pi}{2(2\pi)^d}\frac{\Omega_d^2}dA\,k^{d+1}\left[\ln\frac1{kb}+\beta_d+o(1)\right],
\label{law}\\
\beta_d&=\tfrac12\left[\psi(\tfrac d2)-\gamma+\psi(d-1)-\psi(\tfrac{d-1}2)\right]+\frac1{2d}.
\end{align}
Since $k\propto\omega$, this is $\omega^{d+1}$ times a logarithm of inverse frequency. In two dimensions the prefactor is $\pi A/4$ and $\beta_2=0.3659$; in three it is $A/3$ and $\beta_3=0.3963$.

\textbf{Q.} How would a measured power law look?

\textbf{A.} Differentiating the logarithm of (\ref{law}) gives a local exponent
\begin{equation}
\frac{d\ln(1/\ell)}{d\ln\omega}=d+1-\frac1{\ln[1/(kb)]+\beta_d}.
\label{slope}
\end{equation}
It lies below $d+1$ and approaches it slowly. A fit over a narrow band could therefore report a smaller power, although the asymptotic law is not a different power.

\section{A solvable case, and ways to lose the logarithm}

\textbf{Q.} Does any admissible random medium have this tail? You cannot choose $C$ freely.

\textbf{A.} One example is $C=\sigma^2(1+r^2/a^2)^{-d/2}$, for which $A=\sigma^2a^d$. Set $a=1$ and write
\begin{equation}
(1+r^2)^{-d/2}=\frac1{\Gamma(d/2)}\int_0^\infty t^{d/2-1}e^{-t(1+r^2)}dt .
\end{equation}
The Gaussian transform cancels the power $t^{d/2}$ and leaves
\begin{equation}
\frac{\pi^{d/2}}{\Gamma(d/2)}\int_0^\infty\frac{dt}t\,e^{-t-q^2/4t}=\Omega_dK_0(q).
\end{equation}
Restoring units, $S=\sigma^2a^d\Omega_dK_0(qa)$. This modified Bessel function is positive, so a Gaussian random field with this spectrum exists. Its values $m<-1$, where the modulus would be negative, are exponentially rare for $\sigma\ll1$ and are ignored here. At $\sigma=0.3$, the value used in the example below, they would fill about 0.04\% of the volume, so there the Gaussian field can only be an approximate description. In $d=3$,
\begin{equation}
\int_0^R\frac{r^2dr}{(1+r^2)^{3/2}}=\operatorname{arsinh}R-\frac R{\sqrt{1+R^2}}\to\ln(2R)-1,
\end{equation}
so $b=ea/2=1.359a$. At $ka=10^{-3}$, formula (\ref{law}) agrees with direct angular integration of (\ref{born}) to better than one part in $10^6$ for $d=2,3,4$. The correlation $(1+r/a)^{-3}$ has the same tail but $b=4.48a$. For it the ratio of law to integral is 0.99997 at $ka=10^{-4}$, which supports the claim that the core enters through $b$.

\textbf{Q.} Is any $r^{-d}$ tail enough? Elastic fields of defects can have angular lobes.

\textbf{A.} The angular mean of the tail must survive. In three dimensions take a tail proportional to $P_2(\cos\alpha)/r^3$. Averaging the plane wave against $P_2$ gives a kernel that starts as $x^2$, so the integral corresponding to (\ref{tail}) converges at $x=0$. Reducing its lower limit from $10^{-2}$ to $10^{-3}$ changes it by about $3\times10^{-6}$, whereas the isotropic integral grows by $\ln10=2.3026$. Such a tail gives a spectrum that depends on direction but stays bounded.

The tail must also reach distances of order $1/k$. If the solvable correlation is multiplied by $e^{-r/\xi}$ with $\xi=100a$, the ratio $(1/\ell)/k^4$ changes by about $10^{-5}$ of itself between $ka=10^{-4}$ and $10^{-5}$. Without the cutoff it grows by 25\%. For $k\xi\ll1$ the plain Rayleigh law is back.

\textbf{Q.} The logarithm diverges as $\omega\to0$. Does the Born approximation fail there?

\textbf{A.} Not through the attenuation: $1/(k\ell)\propto k^d\ln(1/k)$ vanishes, so the wave survives for more and more wavelengths. What does not vanish is the correction to the speed. For $k\to0$ the numerator and denominator of (\ref{sigma}) reduce to
\begin{equation}
\Sigma\to-\int_q\frac{(\mathbf k\cdot\mathbf q)^2}{q^2}S(q)=-\frac{k^2}d\int_qS=-\frac{\sigma^2k^2}d,
\end{equation}
with $\sigma^2=C(0)$. Thus $k^2=k_0^2(1+\sigma^2/d)$ and the wave is slowed. Weak disorder, $\sigma^2\ll1$, remains a condition at any frequency.

\section{Numbers for a glass}

\textbf{Q.} What does this give for the waves that carry heat in a glass near 1 K?

\textbf{A.} Take rough values for transverse waves in silica glass: speed 3.8 km/s, $a=1$ nm and $\sigma=0.3$. The $r^{-3}$ tail is an assumption of this example, not a property of silica established here. Then $A=0.09$ nm$^3$ and $b=1.359$ nm. At 0.1 THz, $k=2\pi f/c=0.1653$ nm$^{-1}$, and
\begin{equation}
\frac1\ell\simeq\frac{0.09}3(0.1653)^4\left[\ln\frac1{0.1653\times1.359}+0.396\right]\mathrm{nm}^{-1}.
\end{equation}
The bracket is 1.889 and $\ell\simeq23.6$ $\mu$m; integrating (\ref{born}) directly gives 23.2 $\mu$m.

\begin{center}
\begin{tabular}{ccccc}
$f$ (THz) & $1/k$ (nm) & $\ell$ (\textmu m) & error of (\ref{law}) & exponent\\
0.02 & 30.2 & 7960 & $-0.06\%$ & 3.72\\
0.05 & 12.1 & 275 & $-0.4\%$ & 3.62\\
0.1 & 6.0 & 23.2 & $-1.7\%$ & 3.51\\
0.2 & 3.0 & 2.16 & $-7.4\%$ & 3.33
\end{tabular}
\end{center}
Here $\ell$ and the exponent come from the Born integral, and the error is that of $1/\ell$ relative to it. This $\ell$ is the attenuation length of the mean wave. Heat flow depends on the transport length, which weights scattering by $1-\cos\theta$ and so discounts the forward part; in this scalar example it is longer than $\ell$ by a factor rising from 1.17 at 0.02 THz to 1.54 at 0.2 THz. Over this decade $(1/\ell)/f^4$ changes by a factor 2.7. At 0.2 THz formula (\ref{slope}) would give $4-1/1.196=3.16$ instead of 3.33, because $ka=0.33$ is no longer small.

\textbf{Q.} Would an experiment on silica see that factor?

\textbf{A.} Not in the lower part of the band, on these inputs. Glasses contain tunnelling systems, whose resonant absorption in the standard tunnelling model is $1/\ell=\pi\mathcal C k\tanh(hf/2k_BT)$ for weak waves. With a rough $\mathcal C=3\times10^{-4}$ and $T=1$ K, it gives $1/(k\ell)=4.2\times10^{-4}$ at 0.02 THz, against $3.8\times10^{-6}$ from Born scattering. Scattering, measured by the scalar mean-wave $\ell$, overtakes it at about 0.17 THz, where the asymptotic law is already losing accuracy; measured by the transport length, it does so at about 0.20 THz. Near room temperature a rough total damping $1/(k\ell)=5\times10^{-3}$ is about 20 times the Born value at 0.1 THz. On these inputs the assumption that scattering is the sole loss thus fails, by a factor of about 100 at 0.02 THz and 1 K.

\textbf{Q.} And the scattering itself, is its size trustworthy?

\textbf{A.} Only roughly. Real waves are vectors and can leave in two transverse polarizations and one longitudinal. Counting final states as $c^{-3}$ and squared strain as $c^{-2}$, with a rough longitudinal speed of 5.9 km/s, gives a weight $2+(3.8/5.9)^5=2.1$ relative to the scalar model if angular factors are ignored. They are not small: for a fluctuating shear modulus with a flat spectrum, averaging the squared overlap of incident and scattered strains over directions gives $\tfrac65+\tfrac45(3.8/5.9)^5=1.29$ instead. With the spectrum of the example the weight is a little lower, falling from 1.25 at 0.02 THz to 1.19 at 0.2 THz. In the scalar model, density fluctuations with a rough relative spread of 0.05, the same correlation shape and no correlation with the modulus add about 8\%; with the vector overlaps they add about 5\%. The factor three in the scalar estimate $3(0.05/0.3)^2$ arises because their scattering lacks the $\cos^2\theta$ weight; it is exact for a flat spectrum and becomes 2.86 to 2.62 over the frequencies of the table. In the scalar model the second-order slowing is 1.5\% relative to the speed $\sqrt{\mu_0/\rho}$ set by the mean modulus, which raises $k^4$ by 6\% at fixed frequency. For a transverse wave with a fluctuating shear modulus the coefficient $\tfrac13$ of $\sigma^2$ becomes $\tfrac25+\tfrac4{15}(3.8/5.9)^2=0.51$, giving 2.2\% and 9\%. In either case a measured speed already contains this shift, and it should not then be added again. Other corrections of order $\sigma^4$ are not computed. Finally $1/\ell\propto\sigma^2$ at fixed $a$, so halving the assumed $\sigma$ makes the Born mean free path four times longer.

\section*{Numbers as computed}
\begin{verbatim}
Tests (lengths in units of a)
Born/exact cross-section, d=2, kR=1.5: 0.999999
Born/exact cross-section, d=3, kR=1.5: 0.999999
self-energy/angular attenuation, ka=0.5: 1.0000
Re Sigma/(sigma^2 k^2), ka=0.02: -0.3335
d=2: beta=0.3659, law/Born at ka=0.001: 0.9999995, local exponent 2.8625
d=3: beta=0.3963, law/Born at ka=0.001: 0.9999995, local exponent 3.8571
d=4: beta=0.4909, law/Born at ka=0.001: 0.9999995, local exponent 4.8550
second correlation: b/a=4.4816, law/Born=0.999967
growth of (1/l)/k^4, ka 1e-4 to 1e-5: infinite range 1.2476
same, range cut at 100 a: 1.000009
tail transform growth per decade: isotropic 2.3026, quadrupolar -0.000003
quadrupolar transform along q, in 4 pi A: -0.3333
Example (rough silica-glass values, assumed r^-3 tail)
transverse speed 3800 m/s, longitudinal 5900 m/s
a=1.0 nm, sigma=0.3, A=0.090 nm^3, b=1.3591 nm
f=0.02 THz: k=0.0331 1/nm, 1/k=30.24 nm, bracket=3.499
  mean free path: Born 7962 um, log law 7967 um
  law error -0.06 %, local exponent 3.715
  1/(k l): Born 3.8e-06, tunnelling at 1 K 0.000421
f=0.05 THz: k=0.0827 1/nm, 1/k=12.10 nm, bracket=2.582
  mean free path: Born 275.2 um, log law 276.3 um
  law error -0.41 %, local exponent 3.621
  1/(k l): Born 4.4e-05, tunnelling at 1 K 0.000786
f=0.1 THz: k=0.1653 1/nm, 1/k=6.05 nm, bracket=1.889
  mean free path: Born 23.2 um, log law 23.61 um
  law error -1.71 %, local exponent 3.507
  1/(k l): Born 0.000261, tunnelling at 1 K 0.000927
f=0.2 THz: k=0.3307 1/nm, 1/k=3.02 nm, bracket=1.196
  mean free path: Born 2.158 um, log law 2.33 um
  law error -7.38 %, local exponent 3.334
  1/(k l): Born 0.0014, tunnelling at 1 K 0.000942
(1/l)/f^4 at 0.02 THz over that at 0.2 THz: 2.711
relative shift, 40 to 80 angular nodes: -3.0e-15
Neglected effects
Born overtakes tunnelling absorption at 0.169 THz (1 K)
tunnelling strength (rough input): 3e-04
room-temperature 1/(k l) (rough input): 5e-03
room-temperature damping / Born at 0.1 THz: 19.2
outgoing-wave weight, vector/scalar (rough count): 2.11
density/modulus scattering for density spread 0.05: 0.083
second-order slowing of the wave: 1.47 %
resulting rise of k^4 at fixed frequency: 6.1 %
\end{verbatim}
